# Franck-Condon blockade: why low-bias current is suppressed and high bias restores it

## What goes wrong

Suppose the tunnel rates of a single-molecule transistor are taken from its current at high bias and used to predict the current at low bias. If charging the molecule shifts its nuclei, the prediction can be too large by a factor of a hundred, even with the electronic level midway between the two Fermi levels. Someone who reads the missing current as Coulomb blockade will then try to recover it with the gate, and largely fail.

The cause is the overlap of nuclear wavefunctions. At low bias an electron can tunnel only if the vibration goes from its old ground state to its new, displaced one, and these barely overlap. At high bias the vibration may end in many excited states, whose probabilities add up to nearly one.

## The model and the displaced oscillator

Take one spinless level, coupled linearly to one harmonic mode and weakly to a left and a right lead. In atomic units ($\hbar=1$; the symbol $e>0$ is kept to mark charge), with zero-point energy omitted, the molecule has

$$H=\varepsilon n+\omega b^\dagger b+\lambda\omega(b+b^\dagger)n ,$$

where $n=0$ or $1$ is the electron number. For $n=1$, completing the square gives

$$H_1=\varepsilon-\lambda^2\omega+\omega(b^\dagger+\lambda)(b+\lambda).$$

The operator $b'=b+\lambda$ obeys the same commutation rule as $b$. The charged molecule is therefore an oscillator of the same frequency, and its ground-state energy is the dressed level $\tilde\varepsilon=\varepsilon-\lambda^2\omega$.

With $l=1/\sqrt{M\omega}$ and $x=l(b+b^\dagger)/\sqrt2$, the added constant moves the rest position by a distance $d=\sqrt2\,|\lambda|\,l$. The coupling is thus measured by

$$g\equiv\lambda^2=\frac{d^2}{2l^2}=\frac{M\omega d^2}{2}.$$

Let $|q\rangle$ be the vibrational states of the empty molecule and $|q'\rangle$ those of the charged one. The overlap of the two ground states is

$$\langle0'|0\rangle=\frac{1}{l\sqrt\pi}\int dx\,e^{-x^2/2l^2}e^{-(x-d)^2/2l^2}.$$

The exponents add up to $-(x-d/2)^2/l^2-d^2/4l^2$, and the remaining Gaussian integral is $l\sqrt\pi$. Hence $\langle0'|0\rangle=e^{-d^2/4l^2}$, and its square is $e^{-g}$.

For the excited states, use $b|0\rangle=0$, which means $b'|0\rangle=\lambda|0\rangle$. Insert $|0\rangle=\sum_q c_q|q'\rangle$ and $b'|q'\rangle=\sqrt q\,|(q-1)'\rangle$, and compare coefficients:

$$\sqrt{q+1}\,c_{q+1}=\lambda c_q\quad\Rightarrow\quad c_q=\frac{\lambda^q}{\sqrt{q!}}\,c_0 .$$

Normalization requires $|c_0|^2\sum_q g^q/q!=|c_0|^2e^{g}=1$, so

$$P_q=|\langle q'|0\rangle|^2=e^{-g}\frac{g^q}{q!}.$$

When an electron leaves, the start is $|0'\rangle$, for which $b|0'\rangle=-\lambda|0'\rangle$. Only the sign of $\lambda$ changes, so the probabilities are the same.

## Where the missing weight went

The displacement removes no tunnelling strength. It moves it upward in energy. The probabilities sum to one, and the mean energy left in the vibration is

$$\sum_q q\omega P_q=\omega g\,e^{-g}\sum_{q\ge1}\frac{g^{q-1}}{(q-1)!}=g\omega=\tfrac12M\omega^2d^2 .$$

This is the classical energy of a spring stretched by $d$. The electron jumps while the nuclei are still at their old position, and the typical jump leaves the spring stretched. A low bias cannot pay for that. What remains is the rare event in which no vibrational energy is left behind.

## From overlaps to current

Let the lead coupling be $\sum_k t(c_k^\dagger a+a^\dagger c_k)$, where $a$ removes the electron from the level, and let $t$ be independent of energy and nuclear position. With lead density of states $\rho$ and Fermi function $f_L$, the golden rule gives the entry rate from the left, starting in the vibrational ground state:

$$W_{\rm in}=2\pi t^2\rho\sum_qP_q\,f_L(\tilde\varepsilon+q\omega)=\Gamma_L\sum_qP_q\,f_L(\tilde\varepsilon+q\omega).$$

Probabilities are added, not amplitudes, because states with different $q$ are orthogonal final states.

Now place $\tilde\varepsilon$ at zero and the Fermi levels at $\pm eV/2$. At temperatures low enough that every threshold is many $k_BT$ away, entry requires $q\omega<eV/2$. On exit the electron carries energy $-q\omega$, which must lie above $-eV/2$, so the condition is the same. Both rates contain

$$S_N=\sum_{q=0}^{N}P_q,\qquad N=\left\lfloor\frac{eV}{2\omega}\right\rfloor .$$

Assume that the vibration relaxes to its ground state between tunnelling events. If $p$ is the probability that the level is occupied, the steady state obeys $(1-p)\Gamma_LS_N=p\,\Gamma_RS_N$, so $p=\Gamma_L/(\Gamma_L+\Gamma_R)$ and

$$I=e\,p\,\Gamma_RS_N=e\,\frac{\Gamma_L\Gamma_R}{\Gamma_L+\Gamma_R}\,S_N .$$

For $eV<2\omega$ the sum has one term, $e^{-g}$. At high bias $S_N\to1$. In this model high bias restores the bare current and does not raise it above that value.

The addition of probabilities was tested without the golden rule, by evolving the full wavefunction of an electron leaving a relaxed, charged level into an empty lead. With $g=2$, $\Gamma=0.02\,\omega$ and one, two or three open channels, the escape rates were $0.1358$, $0.4064$ and $0.6769$ in units of $\Gamma$. The sums $S_N$ are $0.1353$, $0.4060$ and $0.6767$. Adding the two lowest amplitudes first would have given $e^{-2}(1\pm\sqrt2)^2$, that is $0.79$ or $0.02$ depending on an arbitrary sign, instead of $0.41$.

## How large: a worked case

Take round model values: $\omega=0.010$ eV, $M=100$ u, $d=0.20$ Å, $T=4$ K and $\Gamma_L=\Gamma_R=10^{-6}$ eV. The oscillator length is $l=0.06465$ Å, so

$$g=\frac{(0.20)^2}{2(0.06465)^2}=4.78,\qquad P_0=e^{-g}=0.00836 .$$

A shift of only three oscillator lengths cuts the rate by a factor of 120. The bare current $e\Gamma/2$ is 121.7 pA. At 0.008 V each side supplies 0.004 eV, less than one quantum, and the current is $121.7\times0.00836=1.02$ pA. At 0.210 V ten quanta are accessible, $S_{10}=0.990$, and the current is 120.5 pA. The ratio is 118.

The table gives the current from a master equation for the charge and all vibrational states at 4 K, with fast relaxation and with none.

| $V$ (V) | $N$ | $S_N$ | relaxed (pA) | unrelaxed (pA) |
|---|---|---|---|---|
| 0.008 | 0 | 0.008 | 1.02 | 1.02 |
| 0.030 | 1 | 0.048 | 5.9 | 15.0 |
| 0.070 | 3 | 0.297 | 36.1 | 45.9 |
| 0.090 | 4 | 0.479 | 58.3 | 55.6 |
| 0.130 | 6 | 0.793 | 96.5 | 68.2 |
| 0.210 | 10 | 0.990 | 120.5 | 83.2 |

In the relaxed staircase, the step at $eV=2N\omega$ has a height proportional to $P_N$. Since $P_N/P_{N-1}=g/N$, the steps grow while $N<g$ and shrink afterwards; here the largest is at $N=4$. The current passes half its final value near $eV/2=g\omega$, where the bias can pay for the typical jump. With $g\omega=0.0479$ eV this is $V\approx0.096$ V, between the rows with $S_N=0.479$ and $0.793$.

To confirm that displacement is the cause, $g$ alone was changed, with the mode frequency, temperature and both biases held fixed. The ratio of the relaxed current at 0.008 V to that at 0.210 V was 0.905 for $g=0.1$, 0.368 for $g=1$ and 0.0084 for $g=4.78$. An oscillator that is hardly displaced hardly blocks.

## Why the gate does not cure it

A gate moves $\tilde\varepsilon$ away from the middle of the bias window. Entry with $q$ quanta then requires $q\omega<eV/2-\tilde\varepsilon$, and exit requires $q\omega<eV/2+\tilde\varepsilon$. For both steps to have an excited channel, both conditions must hold with $q=1$. Adding them gives $2\omega<eV$. Below that bias the gate can help one step, but the other keeps the factor $e^{-g}$.

With sums $S_{\rm in}$ and $S_{\rm out}$ for the two steps, the same balance as before gives

$$I=e\,\frac{\Gamma_LS_{\rm in}\,\Gamma_RS_{\rm out}}{\Gamma_LS_{\rm in}+\Gamma_RS_{\rm out}} .$$

For equal couplings this is less than $e\Gamma e^{-g}$, the rate of the slow step alone. At 0.015 V that bound is 2.04 pA, and a gate sweep of the relaxed master equation reached 1.73 pA. The centred level gives 1.02 pA, so the gate gains a factor of 1.7 where a factor of 120 is missing.

Very unequal barriers allow more. If the step that keeps $e^{-g}$ has much the larger $\Gamma$, the other step limits the current, and its sum is at most $P_0+P_1=(1+g)e^{-g}$. The gain then approaches $1+g$, or 5.8 here, which still leaves the current at about 5% of its bare value. An unequal division of the voltage between the barriers acts like a bias-dependent gate shift and obeys the same argument. All these gate results assume relaxed vibrations.

## When the vibration does not relax

At the centred gate and $eV<2\omega$, low-temperature sequential tunnelling cannot increase the number of quanta. It can always lower it to zero, because $|\langle0'|q\rangle|^2=P_q$ is never zero. Within sequential tunnelling the steady state is therefore the ground state, and the blockade does not need relaxation. For $\omega<eV<2\omega$, inelastic cotunnelling can still excite an unrelaxed mode; this is negligible for the numbers used here but not at much larger $g$. Both columns of the table give 1.02 pA at 0.008 V.

Above the first threshold, tunnelling can leave the mode excited, and at a coupling as strong as this one an excited mode overlaps better with the states in reach. With $|1\rangle=b^\dagger|0\rangle=(b'^\dagger-\lambda)|0\rangle$,

$$\langle m'|1\rangle=\sqrt m\,c_{m-1}-\lambda c_m=\frac{m-g}{\lambda}\,c_m,\qquad |\langle m'|1\rangle|^2=\frac{(m-g)^2}{g}P_m .$$

At 0.030 V a tunnelling event may add at most one quantum, so from $q=1$ the states $m=0,1,2$ are open. Their probabilities are 0.040, 0.120 and 0.155, in total 0.31, against $S_1=0.048$ from the ground state. One stored quantum speeds up the next event more than sixfold. This is why the unrelaxed current, 15.0 pA, exceeds the relaxed 5.9 pA.

At higher bias the order reverses. At 0.210 V the unrelaxed mode holds 7.4 quanta on average and the current is 83 pA, about 31% below the relaxed value. The overlap probabilities from any vibrational state sum to one, so the current would have its bare value if every forward channel were open and every backward one closed. The loss therefore comes from tunnelling events that would change the vibrational energy by more than $eV/2$: a larger rise closes a forward channel, and a larger fall lets an electron tunnel backwards. An excited mode has more such events than the ground state. In the state $|q\rangle$ the operator $b'^\dagger b'=b^\dagger b+\lambda(b+b^\dagger)+g$ has variance $g(2q+1)$, so the spread of the energy change grows with $q$. The high-bias recovery is therefore nearly complete at this voltage only if the mode relaxes.

## Against real devices

The parameters lie in the rough regime of a single-molecule transistor with a soft mode at liquid-helium temperature. A coupling near 5 is strong: for $g$ of one or less, the suppression is only a factor of about three or weaker. The tunnel coupling of $10^{-6}$ eV is at the weak end of a wide range.

Full relaxation is the assumption most open to doubt. At high bias an electron waits 0.67 ns on average for each tunnelling step, and the mode must relax much faster than that, by about a factor of ten or more. If it does not, the current moves towards the last column of the table.

Other effects, sized for the same numbers:

- **Cotunnelling.** Passage through virtually excited vibrational states needs no real excitation and could bypass the blockade. A leading-order estimate puts it at $2\times10^{-4}$ of the low-bias current. It grows as $\Gamma^2$ while the sequential current grows as $\Gamma$, so strong coupling weakens the blockade.
- **Broadening and heat.** The total width $2\Gamma$ is 0.6% of $k_BT$, and the thermal weight of the first excited state is $3\times10^{-13}$. The formula requires both $\Gamma$ and $k_BT$ to be small compared with the distance from each Fermi level to the nearest threshold. It also requires cotunnelling to be small compared with the sequential current, which is the stricter limit on $\Gamma$ when $e^{-g}$ is very small.
- **Motion along the junction.** If the mode moves the molecule towards one lead, $t$ depends on position. For barriers 4 eV high, and if charging moves the molecule towards the lead from which the electron came, this raises the low-to-high current ratio by 22%, the largest change to that ratio in this list. With the bias reversed, the ratio is lowered by a similar amount.
- **Barrier shape.** For barriers 10 Å wide, the energy dependence of tunnelling changes the high-bias current by less than 1%, because with equal couplings the changes on entry and exit nearly cancel.
- **Bias field.** With the whole voltage across the two barriers, the field at 0.210 V is 1.05 MV/cm. It pulls the charged mode by 2.2% of $d$. At 0.008 V the pull changes $P_0$ by at most 0.8%.
- **Spin.** With double charging excluded, two spin states multiply the relaxed current by 4/3 at low and high bias alike, leaving the ratio unchanged.

Anharmonicity, a change of frequency on charging, further modes and further electronic levels are outside the model and are not sized here.

## What to do about it

**Diagnose with gate and bias together.** Coulomb blockade is lifted when the gate brings the level into the bias window. If the current stays small there and then rises in steps as the bias grows, Franck-Condon blockade is a candidate. For a centred level the steps are $2\omega/e$ apart, here 0.020 V.

**Estimate $g$ from the first two plateaus with care.** For relaxed vibrations and a centred level, their current ratio is $S_1/S_0=1+g$. The table gives $5.9/1.02=5.8$, hence $g=4.8$. Without relaxation the same reading would give $15.0/1.02-1\approx14$, three times too large.

**To recover current, pay for the displacement or reduce it.** The first means a bias well above $2g\omega/e$, with a mode that relaxes quickly. For the second, it matters what is held fixed. If charging exerts a given force $F$ on the mode, then $d=F/M\omega^2$ and

$$g=\frac{M\omega d^2}{2}=\frac{F^2}{2M\omega^3}.$$

At fixed force and mass, a stiffer mode weakens the blockade quickly: doubling $\omega$ divides $g$ by eight, from 4.8 to 0.6, and raises $e^{-g}$ from 0.008 to 0.55. At fixed displacement the trend is the opposite, since $g$ then grows with $\omega$.

**Do not rely on stronger tunnel coupling to remove the suppression.** In the worked case, with a relaxed mode and $\Gamma\ll k_BT$, a larger $\Gamma$ raises the low-bias and high-bias currents by nearly the same factor and leaves their ratio close to $e^{-g}$. At much larger $g$ this can fail even for $\Gamma\ll k_BT$: the factor $e^{-g}$ suppresses the sequential current but not cotunnelling, which can then carry most of the low-bias current.

The full staircase and the size of each correction are in the numerical output below.

## Calculated quantities

```
INPUTS (round model values)
omega = 0.010 eV; mass = 100 u; d = 0.20 angstrom
T = 4.0 K; Gamma_L = Gamma_R = 1.0e-06 eV
barrier for estimates: 4.0 eV, 10 angstrom per side
OVERLAPS
oscillator length l = 0.06465 angstrom; g = 4.7845
P_0 = exp(-g) = 0.008358; by quadrature 0.008358
sum of 40 quadrature probabilities = 1.00000000
mean vibrational energy = 0.04785 eV; classical 0.04785 eV
ESCAPE RATE / Gamma, quantum evolution, g = 2, Gamma = 0.02 omega
open channels 1: evolution 0.1358, sum 0.1353
open channels 2: evolution 0.4064, sum 0.4060
open channels 3: evolution 0.6769, sum 0.6767
STAIRCASE: V (V), N, P_N, S_N, I relaxed (pA), I unrelaxed (pA), unrelaxed mean q
0.008   0 0.00836 0.00836     1.017     1.017    0.000
0.030   1 0.03999 0.04835     5.884    15.037    0.413
0.050   2 0.09567 0.14401    17.528    32.800    1.022
0.070   3 0.15257 0.29659    36.097    45.927    1.669
0.090   4 0.18250 0.47908    58.308    55.612    2.339
0.110   5 0.17463 0.65371    79.560    62.553    3.015
0.130   6 0.13925 0.79297    96.507    68.183    3.761
0.150   7 0.09518 0.88815   108.090    72.951    4.589
0.170   8 0.05692 0.94507   115.018    76.950    5.477
0.190   9 0.03026 0.97533   118.701    80.327    6.422
0.210  10 0.01448 0.98981   120.463    83.222    7.424
bare current limit e*Gamma/(2 hbar) = 121.71 pA
relaxed current ratio high/low = 118.4
mean wait per tunnelling step: low bias 78.75 ns, high bias 0.665 ns
GATE at V = 0.015 V: best current 1.734 pA; bound e*Gamma*P_0/hbar 2.035 pA
DISPLACEMENT TEST: I(0.008 V)/I(0.210 V), relaxed
g = 0.100: ratio 0.90482
g = 1.000: ratio 0.36787
g = 4.785: ratio 0.00844
NEGLECTED EFFECTS
kT = 3.447e-04 eV; Gamma_total/kT = 5.80e-03
thermal weight of q=1 relative to q=0 = 2.5e-13
elastic cotunnelling / sequential at low bias = 2.28e-04
spin factor on current (double charging excluded) = 1.333
mode moving along junction: low/high ratio times 1.225
barrier energy dependence at high bias: -0.58 % of current
field at high bias (both barriers only) = 1.05 MV/cm
field pull / d: low bias 0.084 %, high bias 2.19 %
largest change of P_0 by field at low bias = 0.80 %
```
